# Spinor generators, chirality and the double cover of the Lorentz group: a numerical check

```python
"""
Result under test: the Dirac spinor generators S^{mu nu} = (i/4)[gamma^mu, gamma^nu]
obey the Lorentz algebra, split under gamma5 into (1/2,0) + (0,1/2), and the
right-handed block M in SL(2,C) covers the proper orthochronous Lorentz group
two to one through  M X M^dagger,  X = x^0 + x.sigma.
Symbols: metric g = diag(1,-1,-1,-1); J rotation and K boost generators;
theta rotation vector (rad); eta rapidity vector; L a 4x4 Lorentz matrix.
Transformations are active. Momentum is measured in units of m c.
"""
import numpy as np
from scipy.linalg import expm
from scipy.spatial.transform import Rotation

TOL = 1e-8   # rounding errors grow with the size of the boosts; they stay far below this
rng = np.random.default_rng(7)
g = np.diag([1.0, -1.0, -1.0, -1.0])
one2, one4 = np.eye(2, dtype=complex), np.eye(4, dtype=complex)
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]], dtype=complex)
s = np.array([one2, *pauli])
eps = np.zeros((3, 3, 3))
for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[a, b, c], eps[b, a, c] = 1.0, -1.0


def close(x, y, tol=TOL):
    return np.max(np.abs(np.asarray(x) - np.asarray(y))) < tol


def comm(x, y):
    return x @ y - y @ x


def clean(x, digits=6):
    return np.round(x, digits) + 0.0


def rotations_and_boosts(G):
    J = np.array([0.5 * sum(eps[i, j, k] * G[j + 1, k + 1]
                            for j in range(3) for k in range(3)) for i in range(3)])
    K = np.array([G[0, i + 1] for i in range(3)])
    return J, K


def algebra_error(G):
    """Largest violation of the Lorentz algebra by the matrices G[mu, nu]."""
    worst = 0.0
    for m in range(4):
        for n in range(4):
            for r in range(4):
                for q in range(4):
                    rhs = 1j * (g[n, r] * G[m, q] - g[m, r] * G[n, q]
                                - g[n, q] * G[m, r] + g[m, q] * G[n, r])
                    worst = max(worst, np.max(np.abs(comm(G[m, n], G[r, q]) - rhs)))
    return worst


# generators acting on four-vectors
V = np.zeros((4, 4, 4, 4), dtype=complex)
for r in range(4):
    for q in range(4):
        V[r, q] = 1j * (np.outer(g[r], np.eye(4)[q]) - np.outer(g[q], np.eye(4)[r]))
JV, KV = rotations_and_boosts(V)
vector_error = algebra_error(V)
assert vector_error < TOL

# spinor generators, tested in the chiral and in the standard Dirac basis
gamma_space = [np.kron(np.array([[0, 1], [-1, 0]]), p) for p in pauli]
chiral = np.array([np.kron(pauli[0], one2), *gamma_space])
standard = np.array([np.kron(pauli[2], one2), *gamma_space])
spinor_errors = []
for gam in (standard, chiral):
    for m in range(4):
        for n in range(4):
            assert close(gam[m] @ gam[n] + gam[n] @ gam[m], 2 * g[m, n] * one4)
    S = np.array([[0.25j * comm(gam[m], gam[n]) for n in range(4)] for m in range(4)])
    spinor_errors.append(algebra_error(S))
    assert spinor_errors[-1] < TOL
    g5 = 1j * gam[0] @ gam[1] @ gam[2] @ gam[3]
    for r in range(4):
        for q in range(4):
            assert close(comm(g5, S[r, q]), 0)
            for m in range(4):
                assert close(comm(gam[m], S[r, q]), np.einsum('n,nab->ab', V[r, q, m], gam))
    J, K = rotations_and_boosts(S)
    PL, PR = (one4 - g5) / 2, (one4 + g5) / 2
    A, B = (J + 1j * K) / 2, (J - 1j * K) / 2
    for i in range(3):
        assert close(1j * K[i], -g5 @ J[i])
        assert close(A[i], PL @ J[i]) and close(B[i], PR @ J[i])
        for j in range(3):
            assert close(comm(J[i], J[j]), 1j * np.einsum('k,kab->ab', eps[i, j], J))
            assert close(comm(J[i], K[j]), 1j * np.einsum('k,kab->ab', eps[i, j], K))
            assert close(comm(K[i], K[j]), -1j * np.einsum('k,kab->ab', eps[i, j], J))
            assert close(comm(A[i], A[j]), 1j * np.einsum('k,kab->ab', eps[i, j], A))
            assert close(comm(B[i], B[j]), 1j * np.einsum('k,kab->ab', eps[i, j], B))
            assert close(comm(A[i], B[j]), 0)
    casimir_A, casimir_B = sum(x @ x for x in A), sum(x @ x for x in B)
    assert close(casimir_A, 0.75 * PL) and close(casimir_B, 0.75 * PR)
    assert close(gam[0] @ PL @ gam[0], PR)          # parity exchanges the chiralities
    for m in range(4):
        assert close(gam[0] @ gam[m] @ gam[0], g[m, m] * gam[m])
# from here on gam, J, K, g5 refer to the chiral basis


def exponential(theta, eta, rot, boost):
    return expm(-1j * (np.einsum('i,iab->ab', theta, rot) + np.einsum('i,iab->ab', eta, boost)))


def vector_exp(theta, eta):
    L = exponential(np.asarray(theta), np.asarray(eta), JV, KV)
    assert close(L.imag, 0)
    return L.real


def to_vector(M):
    """Lorentz matrix read off from X -> M X M^dagger."""
    L = np.array([[0.5 * np.trace(s[m] @ M @ s[n] @ M.conj().T) for n in range(4)]
                  for m in range(4)])
    assert close(L.imag, 0)
    return L.real


def bispinor(M):
    Z = np.zeros((2, 2))
    return np.block([[np.linalg.inv(M.conj().T), Z], [Z, M]])


def intertwines(D, L):
    Dinv = np.linalg.inv(D)
    return all(close(Dinv @ gam[m] @ D, np.einsum('n,nab->ab', L[m], gam)) for m in range(4))


def lift(L):
    """One SL(2,C) matrix above L: positive boost factor times SU(2) factor."""
    u = L[:, 0]
    H = (one2 + np.einsum('m,mab->ab', u, s)) / np.sqrt(2 * (1 + u[0]))
    assert close(H @ H, np.einsum('m,mab->ab', u, s))
    R = np.linalg.inv(to_vector(H)) @ L
    assert close(R[0], [1, 0, 0, 0]) and close(R[:, 0], [1, 0, 0, 0])
    rotvec = Rotation.from_matrix(R[1:, 1:]).as_rotvec()
    return H @ expm(-0.5j * np.einsum('i,iab->ab', rotvec, pauli))


# finite transformations, covariance of the Dirac equation, and surjectivity
rest_spinor = np.array([0.6, 0.8j, 0.6, 0.8j])
for trial in range(12):
    theta, eta = rng.normal(size=3), 0.7 * rng.normal(size=3)
    D, L = exponential(theta, eta, J, K), vector_exp(theta, eta)
    M = expm(0.5 * np.einsum('i,iab->ab', eta - 1j * theta, pauli))
    assert close(D, bispinor(M)) and close(L, to_vector(M)) and intertwines(D, L)
    p = L[:, 0]
    p_slash = np.einsum('m,mab->ab', g @ p, gam)
    assert close(p_slash @ D @ rest_spinor, D @ rest_spinor)
    L2 = vector_exp(rng.normal(size=3), 0.7 * rng.normal(size=3)) @ L
    M2 = lift(L2)
    assert close(np.linalg.det(M2), 1) and close(to_vector(M2), L2)
half_turn = vector_exp([0, np.pi, 0], [0, 0, 0])
assert close(to_vector(lift(half_turn)), half_turn)

# arbitrary SL(2,C) matrices, not made by exponentiation
samples = []
while len(samples) < 20:
    C = rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2))
    if abs(np.linalg.det(C)) > 0.3:
        samples.append(C / np.sqrt(np.linalg.det(C)))
for M, N in zip(samples, samples[1:] + samples[:1]):
    L = to_vector(M)
    assert close(L.T @ g @ L, g) and close(np.linalg.det(L), 1) and L[0, 0] >= 1
    assert close(to_vector(M @ N), L @ to_vector(N)) and close(to_vector(-M), L)
    assert intertwines(bispinor(M), L)
    back = lift(L)
    assert min(np.max(np.abs(back - M)), np.max(np.abs(back + M))) < TOL

# matrices commuting with all Pauli matrices form a one-dimensional space
commutant = np.vstack([np.kron(one2, p) - np.kron(p.T, one2) for p in pauli])
commutant_dim = 4 - np.linalg.matrix_rank(commutant)
assert commutant_dim == 1

# an SL(2,C) matrix that is no exponential of a traceless matrix, though its negative is
T = np.array([[-1, 1], [0, -1]], dtype=complex)
nilpotent = np.array([[0, -1], [0, 0]], dtype=complex)
assert close(expm(nilpotent), -T)
z = np.array([np.trace(nilpotent @ p) for p in pauli])
assert close(vector_exp(-z.imag, z.real), to_vector(T))
trace_minus_two = expm(np.array([[1j * np.pi, 5], [0, -1j * np.pi]]))
assert close(trace_minus_two, -one2)   # trace -2 is reached only at minus the identity

# continuous lift of a rotation about z from 0 to 4 pi
angles = np.linspace(0, 4 * np.pi, 81)
path = [one2]
for angle in angles[1:]:
    candidate = lift(vector_exp([0, 0, angle], [0, 0, 0]))
    if np.linalg.norm(candidate - path[-1]) > np.linalg.norm(candidate + path[-1]):
        candidate = -candidate
    path.append(candidate)
assert close(path[40], -one2) and close(path[80], one2)

# worked example: boost along x, then boost along y
eta1, eta2 = 1.2, 0.8
M = expm(0.5 * eta2 * pauli[1]) @ expm(0.5 * eta1 * pauli[0])
L = vector_exp([0, 0, 0], [0, eta2, 0]) @ vector_exp([0, 0, 0], [eta1, 0, 0])
assert close(to_vector(M), L)
u = L[:, 0]
eta_total = np.arccosh(u[0])
direction = u[1:] / np.linalg.norm(u[1:])
R = np.linalg.inv(vector_exp([0, 0, 0], eta_total * direction)) @ L
angle_vector = np.arctan2(R[2, 1], R[1, 1])
angle_formula = 2 * np.arctan(np.tanh(eta1 / 2) * np.tanh(eta2 / 2))
assert close(R, vector_exp([0, 0, angle_vector], [0, 0, 0]))
assert close(angle_vector, angle_formula)
assert close(u[0], np.cosh(eta1) * np.cosh(eta2))
stretch = np.sqrt(np.linalg.eigvalsh(M @ M.conj().T))
assert close(stretch, [np.exp(-eta_total / 2), np.exp(eta_total / 2)])

print("All quantities dimensionless unless a unit is shown")
print(f"Largest algebra error, spinor generators: {max(spinor_errors):.1e}")
print(f"Largest algebra error, vector generators: {vector_error:.1e}")
print("gamma5 diagonal, chiral basis:", clean(np.diag(g5).real, 2))
print("A^2 diagonal, chiral basis:", clean(np.diag(casimir_A).real, 2))
print("B^2 diagonal, chiral basis:", clean(np.diag(casimir_B).real, 2))
print("Dimension of the commutant of the Pauli matrices:", commutant_dim)
print("Continuous lift of a rotation about z, half trace of M:")
for index in (0, 20, 40, 60, 80):
    print(f"  angle {angles[index] / np.pi:.0f} pi rad: {clean(np.trace(path[index]).real / 2):.4f}")
print(f"First rapidity, along x: {eta1:.1f}")
print(f"Second rapidity, along y: {eta2:.1f}")
print(f"tanh(eta1/2): {np.tanh(eta1 / 2):.6f}")
print(f"tanh(eta2/2): {np.tanh(eta2 / 2):.6f}")
print("M of the combined boosts, rows:")
for row in M:
    print("  ", "  ".join(f"{clean(x.real):+.6f}{clean(x.imag):+.6f}i" for x in row))
print("Lorentz matrix of the combined boosts, rows t x y z:")
for row in L:
    print("  ", "  ".join(f"{clean(x):9.6f}" for x in row))
print(f"Total rapidity: {eta_total:.6f}")
print(f"Total speed / c: {np.tanh(eta_total):.6f}")
print("Direction of the total boost (x y z):", clean(direction))
print(f"Rotation angle from 4x4 matrices: {angle_vector:.6f} rad")
print(f"Rotation angle from half-angle formula: {angle_formula:.6f} rad")
print(f"Rotation angle converted: {np.degrees(angle_vector):.4f} degrees")
print(f"Smaller chiral stretching factor: {stretch[0]:.6f}")
print(f"Larger chiral stretching factor: {stretch[1]:.6f}")
print("tests ok")
```

It prints:

```
All quantities dimensionless unless a unit is shown
Largest algebra error, spinor generators: 0.0e+00
Largest algebra error, vector generators: 0.0e+00
gamma5 diagonal, chiral basis: [-1. -1.  1.  1.]
A^2 diagonal, chiral basis: [0.75 0.75 0.   0.  ]
B^2 diagonal, chiral basis: [0.   0.   0.75 0.75]
Dimension of the commutant of the Pauli matrices: 1
Continuous lift of a rotation about z, half trace of M:
  angle 0 pi rad: 1.0000
  angle 1 pi rad: 0.0000
  angle 2 pi rad: -1.0000
  angle 3 pi rad: 0.0000
  angle 4 pi rad: 1.0000
First rapidity, along x: 1.2
Second rapidity, along y: 0.8
tanh(eta1/2): 0.537050
tanh(eta2/2): 0.379949
M of the combined boosts, rows:
   +1.281574-0.261507i  +0.688269-0.486933i
   +0.688269+0.486933i  +1.281574+0.261507i
Lorentz matrix of the combined boosts, rows t x y z:
    2.421634   2.018806   0.888106   0.000000
    1.509461   1.810656   0.000000   0.000000
    1.608054   1.340562   1.337435   0.000000
    0.000000   0.000000   0.000000   1.000000
Total rapidity: 1.531942
Total speed / c: 0.910756
Direction of the total boost (x y z): [0.684402 0.729105 0.      ]
Rotation angle from 4x4 matrices: 0.402576 rad
Rotation angle from half-angle formula: 0.402576 rad
Rotation angle converted: 23.0659 degrees
Smaller chiral stretching factor: 0.464882
Larger chiral stretching factor: 2.151082
tests ok
```
